# Spin torque from bond currents and local exchange in a noncollinear chain

A computed spin torque can look reasonable and still be wrong. If it is evaluated from the local exchange field alone, nothing in the number reveals that a small imaginary energy, added to the Green function of the injected states, has been absorbing angular momentum. If it is evaluated from spin currents alone, nothing reveals that spin-orbit hopping has passed angular momentum to the lattice instead of the moments. Computing the torque in both ways exposes these faults. Other faults leave the two results equal, and they need checks of their own.

## The model and the two torques

Consider noninteracting electrons on a chain, with $\hbar=1$ and energies in hartree. The two-component operator $c_i$ removes an electron from site $i$, and $\mathbf s_i=\tfrac12c_i^\dagger\boldsymbol\sigma c_i$ is the electron spin. The Hamiltonian is

$$
H=-t\sum_i(c_i^\dagger c_{i+1}+c_{i+1}^\dagger c_i)-\sum_i\Delta_i\,\mathbf m_i\cdot\mathbf s_i .
$$

The unit vector $\mathbf m_i$ is the direction of the local spin angular momentum, not of its magnetic moment. For $\Delta_i>0$ the exchange energy favors parallel spins. The directions are prescribed and held fixed.

The sign of the torque follows from the reaction on the local spin $\mathbf S_i=S\mathbf m_i$. A spin with energy $\mathbf B\cdot\mathbf S$ obeys $\dot{\mathbf S}=\mathbf B\times\mathbf S$. Here $\mathbf B=-(\Delta_i/S)\langle\mathbf s_i\rangle$, so the torque on the moment is

$$
\mathbf T_i=-\Delta_i\langle\mathbf s_i\rangle\times\mathbf m_i
=\Delta_i\,\mathbf m_i\times\langle\mathbf s_i\rangle. \tag{1}
$$

For the second form, write $H_{ij}$ for the $2\times2$ blocks of the one-electron Hamiltonian. The Heisenberg equation gives $\dot c_i=-i\sum_jH_{ij}c_j$, and therefore

$$
\dot{\mathbf s}_i=\frac i2\sum_j\left(c_j^\dagger H_{ji}\boldsymbol\sigma c_i-c_i^\dagger\boldsymbol\sigma H_{ij}c_j\right). \tag{2}
$$

In the term $j=i$, $H_{ii}=-\tfrac12\Delta_i\mathbf m_i\cdot\boldsymbol\sigma$. With $[\sigma_b,\sigma_a]=2i\epsilon_{bac}\sigma_c$, its component $a$ is

$$
-\frac{i\Delta_i}{4}m_{i,b}\,c_i^\dagger[\sigma_b,\sigma_a]c_i
=\Delta_i\epsilon_{bac}m_{i,b}s_{i,c}
=-\Delta_i(\mathbf m_i\times\mathbf s_i)_a .
$$

Its expectation value is $-\mathbf T_i$: the electrons lose what the moment gains.

For a neighbor $j$, $H_{ij}=-t$. With $\mathbf X=\langle c_j^\dagger\boldsymbol\sigma c_i\rangle$, the contribution is $-(it/2)(\mathbf X-\mathbf X^*)=t\,\mathrm{Im}\,\mathbf X$. Define the spin current from $i$ to $i+1$ by

$$
\mathbf Q_{i,i+1}=t\,\mathrm{Im}\langle c_i^\dagger\boldsymbol\sigma c_{i+1}\rangle .
$$

The left neighbor then contributes $\mathbf Q_{i-1,i}$. The right neighbor contributes $-\mathbf Q_{i,i+1}$, because exchanging the two operators conjugates the expectation value. Hence

$$
\frac{d\langle\mathbf s_i\rangle}{dt}=\mathbf Q_{i-1,i}-\mathbf Q_{i,i+1}-\mathbf T_i. \tag{3}
$$

A plane wave $e^{ikj}$ with spin along $z$ has $Q_z=t\sin k$, which is its velocity $2t\sin k$ times spin $\tfrac12$. This confirms the factor in $\mathbf Q$.

In a stationary state the left side of (3) vanishes, and

$$
\Delta_i\mathbf m_i\times\langle\mathbf s_i\rangle=\mathbf Q_{i-1,i}-\mathbf Q_{i,i+1}. \tag{4}
$$

Summed over a magnetic layer, the interior currents cancel in pairs. The layer torque is the spin current entering minus the spin current leaving. In a nonmagnetic spacer $\Delta_i=0$, so the current is the same on every bond.

Equation (4) is not an identity for arbitrary states. In a nonstationary state the two forms differ by $d\langle\mathbf s_i\rangle/dt$, as a finite-difference test on a random state confirms. In the collinear limit, with every spin parallel or antiparallel to one axis, both sides vanish. The comparison then cannot reveal a wrong prefactor, so the test needs a noncollinear case.

## The density matrix of the open chain

Let the device be joined to two semi-infinite normal leads, with its end sites nonmagnetic. Adding one site to a semi-infinite lead reproduces the lead. Its self-energy therefore obeys $\Sigma=t^2/(z-\Sigma)$, or $\Sigma^2-z\Sigma+t^2=0$. The root that vanishes at large $|z|$ is

$$
\Sigma(z)=\tfrac12\left[z-\sqrt{z-2t}\,\sqrt{z+2t}\right].
$$

Inside the band, $E=-2t\cos k$ with $0<k<\pi$. There $\Sigma=-te^{ik}$, and $\Gamma=-2\,\mathrm{Im}\,\Sigma=2t\sin k$ equals the velocity $v$. The device Green function is $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$, where $H$ now denotes the device matrix and $\Sigma_{L,R}$ act on its end sites.

To occupy states arriving from the left, let the wave on sites $j\le0$ be $e^{ikj}\chi+e^{-ikj}r$, with spinors $\chi$ and $r$. Since $\psi_0=\chi+r$,

$$
\psi_{-1}=e^{-ik}\chi+e^{ik}(\psi_0-\chi)=e^{ik}\psi_0-2i\sin k\,\chi .
$$

The term $-t\psi_{-1}$ in the equation at site 0 is thus $\Sigma\psi_0+iv\chi$. The device wave is $\psi=G\,(iv\chi)$, with the source on site 0. Summing $\psi\psi^\dagger$ over two incident spins gives $v^2GP_LG^\dagger$, where $P_L$ projects onto site 0. The measure $dk/2\pi=dE/(2\pi v)$ removes one factor of $v$, leaving

$$
A_L(E)=G\,\Gamma_LG^\dagger,\qquad \Gamma_L=vP_L .
$$

At zero temperature, with $\mu_L>\mu_R$ and both inside the band,

$$
\rho=\rho_0(\mu_R)+\int_{\mu_R}^{\mu_L}\frac{dE}{2\pi}A_L(E). \tag{5}
$$

Here $\rho_{ab}=\langle c_b^\dagger c_a\rangle$, so $\langle c_i^\dagger\boldsymbol\sigma c_j\rangle=\mathrm{tr}(\boldsymbol\sigma\rho_{ji})$.

The equilibrium part can be integrated along a vertical line in the complex plane:

$$
\rho_0(\mu)=\frac12+\frac1{2\pi}\int_0^\infty dy\,[G(\mu+iy)+G^\dagger(\mu+iy)]. \tag{6}
$$

To see this, take one level $\varepsilon$ of the whole system. The bracket is $2(\mu-\varepsilon)/[(\mu-\varepsilon)^2+y^2]$, so the integral term is $\tfrac12\,\mathrm{sgn}(\mu-\varepsilon)$. Adding $\tfrac12$ gives occupation one below $\mu$ and zero above it. Bound states below the band are included without being searched for.

## The algorithm

1. Build $H$ from $\Delta_i$ and $\mathbf m_i$, keeping a nonmagnetic site at each end.
2. Evaluate (6) with the substitution $y=tx/(1-x)$ and Gauss–Legendre nodes in $0<x<1$. Evaluate the bias window in (5) with Gauss–Legendre nodes in energy.
3. Extract $\langle\mathbf s_i\rangle$ from the site blocks of $\rho$, and $\mathbf Q_{i,i+1}$ from the neighboring-site blocks.
4. Form both sides of (4) at every interior site, then sum over each layer.
5. Check the density and its normalization separately, for the reason derived next.

## What equality says about the error

The balance in (3) can be written as

$$
\mathbf Q_{i-1,i}-\mathbf Q_{i,i+1}-\mathbf T_i
=\tfrac12\mathrm{tr}\{\boldsymbol\sigma(-i)[H,\rho]_{ii}\}. \tag{7}
$$

If the computed density has an error $\delta\rho$, the mismatch contains $[H,\delta\rho]_{ii}$, whereas the torque error is $\Delta_i\mathbf m_i\times\delta\mathbf s_i$. An error whose commutator has vanishing interior site blocks is invisible in (4), however much it changes the torque.

Quadrature errors are of this kind. At an interior site, the corresponding row of $(E-H)A_L$ equals that row of $\Gamma_LG^\dagger$, which is zero because $\Gamma_L$ acts on site 0. The Hermitian conjugate gives the same result for the columns of $A_L(E-H)$. Thus $[H,A_L]_{ii}=0$ at each energy. On the vertical line, $(HG)_{ii}=zG_{ii}-1=(GH)_{ii}$, so the commutator again vanishes at each node. In exact arithmetic even one node satisfies the balance.

The same argument does not use the value of the lead self-energy, only its location at the ends. A wrong $\Sigma$ is therefore also invisible. So is the omission of bound states, since the remaining states are separately stationary.

An unbalanced broadening is visible. Replace $E$ by $E+i\eta$ in the device Green function of $A_L$ without adding a source that refills the lost electrons. On interior rows $HA_L=(E+i\eta)A_L$, and on interior columns $A_LH=(E-i\eta)A_L$. Their difference is $[H,A_L]_{ii}=2i\eta(A_L)_{ii}$. For the part of the density built from $A_L$, equation (7) then gives

$$
\mathbf Q_{i-1,i}-\mathbf Q_{i,i+1}-\mathbf T_i=2\eta\langle\mathbf s_i\rangle. \tag{8}
$$

The net spin inflow differs from the torque by the vector $2\eta\langle\mathbf s_i\rangle$, which the broadening absorbs artificially. Each component of this difference has the sign of the corresponding spin component. Here $\langle\mathbf s_i\rangle$ is the spin of the bias-window density only. The same $\eta$ placed in the contour (6) is invisible: it replaces $z$ by $z+i\eta$ in $(HG)_{ii}=zG_{ii}-1=(GH)_{ii}$, so the commutator still vanishes although the torque changes. In the example below, $\eta=0.0005$ hartree in (6) moves the equilibrium layer torque from 24.302 to 23.316 microhartree with no mismatch.

Spin-orbit hopping is visible for a physical reason. Let $H_{i,i+1}=-t+i\lambda\sigma_y$. By (2), the spin entering $i$ from $j$ is $\mathbf F_{i\leftarrow j}=\mathrm{Im}\langle c_i^\dagger\boldsymbol\sigma H_{ij}c_j\rangle$. The spin entering $j$ from $i$ is $-\mathrm{Im}\langle c_i^\dagger H_{ij}\boldsymbol\sigma c_j\rangle$. For $j=i+1$ their sum is

$$
\mathrm{Im}\langle c_i^\dagger[\boldsymbol\sigma,i\lambda\sigma_y]c_{i+1}\rangle
=-2\lambda\,\hat{\mathbf y}\times\mathrm{Im}\langle c_i^\dagger\boldsymbol\sigma c_{i+1}\rangle, \tag{9}
$$

because $[\sigma_a,\sigma_y]=2i(\hat{\mathbf y}\times\boldsymbol\sigma)_a$. This sum would vanish if the bond conserved spin. It is angular momentum supplied by the lattice, and it must be added to the boundary current difference when such bonds lie inside the layer.

## Independent checks

The equilibrium torque also follows from the grand potential $\Omega$. Rotating the free layer by $d\theta$ about $y$ changes its directions by $d\theta\,\hat{\mathbf y}\times\mathbf m_i$. Therefore

$$
\frac{d\Omega}{d\theta}
=-\sum_{i\in\text{free}}\Delta_i(\hat{\mathbf y}\times\mathbf m_i)\cdot\langle\mathbf s_i\rangle=-T_y .
$$

For one level, $\min(\varepsilon-\mu,0)=\tfrac12(\varepsilon-\mu)-\tfrac12|\varepsilon-\mu|$, and $\int_0^\infty\ln(1+a^2/y^2)\,dy=\pi|a|$. The trace of $H$ does not depend on angle, and eliminating the leads leaves an angle-independent factor in the determinant. Apart from angle-independent terms,

$$
\Omega=-\frac1\pi\int_0^\infty dy\,\ln|\det[\mu+iy-H-\Sigma_L-\Sigma_R]|.
$$

This checks the sign and prefactor of the torque. It does not check the contour if the same nodes are used, because differentiating the discretized determinant reproduces the discretized torque. The contour is checked by integrating $A_L+A_R$ over the occupied band and adding the bound orbitals from a long finite chain.

The normalization of $A_L$ is checked by wave packets. Let a distant right-moving packet have amplitudes $g(k)$. Integrating its density over time produces $2\pi\delta(E-E')=2\pi\delta(k-k')/v$, so after summing over incident spins

$$
\int dt\,\rho(t)=\int\frac{dk}{2\pi}|g(k)|^2A_L(E_k). \tag{10}
$$

The left side comes from time propagation and uses no lead self-energy.

## A sixteen-site spin valve

Take $t=0.040$ and $\Delta=0.020$ hartree as round model parameters. The sites, numbered from 0, are two normal sites, four polarizer sites with spins along $z$, three spacer sites, five free-layer sites and two normal sites. The free-layer directions lie in the $xz$ plane at $60^\circ,70^\circ,80^\circ,90^\circ$ and $100^\circ$ from $z$. The chemical potentials are $\mu_R=-0.030$ and $\mu_L=-0.028$ hartree. No potential drop or self-consistent response is included.

The two torques agree at every interior site, with a largest mismatch of $1.6\times10^{-18}$ hartree. At site 9, for example, both are $(0.264,11.862,-0.457)$ microhartree. The $y$ components alternate in sign along the free layer, and their sum is

$$
11.862-13.708+24.341-28.016+24.923=19.402
$$

microhartree. Large local torques thus partly cancel in the torque that would turn the layer rigidly.

The equilibrium part of this sum is 24.302 microhartree, equal to $-d\Omega/d\theta$ to the printed digits. It has no $x$ or $z$ component. With all moments in the $xz$ plane $H$ is real and symmetric, so $G+G^\dagger$ and $\rho_0$ are real. Then $\langle s_y\rangle=0$, and the cross product in (1) points along $y$. The polarizer feels the opposite torque, $-24.302$ microhartree, since turning both layers together leaves $\Omega$ unchanged.

For the bias part, the spin currents before and after the free layer give, in microhartree,

$$
\begin{aligned}
T_x&=-0.310-(-0.740)=0.430,\\
T_y&=-4.471-0.429=-4.900,\\
T_z&=0.926-1.907=-0.981 .
\end{aligned}
$$

The exchange sum gives $(0.429,-4.900,-0.982)$; the differences in the last digit come from rounding the currents. For this reference the largest component is $T_y=-0.133$ meV. The in-plane magnitude is $\sqrt{0.429^2+0.982^2}=1.07$ microhartree. This in-plane part comes entirely from the bias, whereas the division of $T_y$ depends on choosing $\mu_R$ as the equilibrium reference. With $\mu_L$ as reference, $\rho=\rho_0(\mu_L)-\int_{\mu_R}^{\mu_L}dE\,A_R/2\pi$, the bias part of $T_y$ is $+1.462$ microhartree, while the total and the in-plane part are unchanged.

The mean transmission, summed over two spins, is 1.984. The particle current is $1.984\times0.002/(2\pi)=6.32\times10^{-4}$ per atomic time unit, in agreement with the bond current. Hence

$$
\frac{T_y}{J}=\frac{-4.900\times10^{-6}}{6.315\times10^{-4}}=-0.0078
$$

in units of $\hbar$ per transmitted electron. This ratio describes the states injected from the left in the window and depends on the reference; with $\mu_L$ it would be $+0.0023$. The reference-independent in-plane part is $1.07\times10^{-6}/6.315\times10^{-4}=0.0017\,\hbar$ per transmitted electron. The incident electrons are unpolarized, and the bias parts of the spin currents on both sides of the free layer are below $0.008\,\hbar$ per transmitted electron. Their difference is therefore small as well. The total spacer current, which also carries the equilibrium part, is about $0.031\,\hbar$ per transmitted electron.

The packet calculation tests the normalization of $A_L$ on which this small number rests. For a Gaussian packet centered at $k=1.2$, time propagation and scattering states both give a kick of $-0.01409\,\hbar$ along $y$, summed over two incident spins. The corresponding mean over the bias window is $-4.900\times10^{-6}\times2\pi/0.002=-0.0154\,\hbar$. The two differ because the energy spread of the packet, about 0.0037 hartree, is wider than the window. The largest difference between the two sides of (10) is $4.9\times10^{-11}$ of the largest density element.

## Faults seen and faults missed

With $\eta=0.0005$ hartree, the bias density has a largest component mismatch of 0.617 microhartree, in accord with (8). Spin-orbit hopping $\lambda=0.008$ hartree on the four bonds inside the free layer gives a bias torque of $(0.636,-0.971,-5.035)$ microhartree, with a lattice part of $3.639$ along $x$. Consider the $z$ component. The boundary currents supply $-2.462$ and the lattice $-2.573$, which add to the torque. Along $y$ the lattice supplies nothing, as the cross product in (9) requires.

Three deliberate faults leave a mismatch no larger than about $4\times10^{-18}$ hartree. Their effect is measured by the largest change in any torque component at a free-layer site, relative to the largest correct component of the same bias or equilibrium part.

- Halving the lead self-energy changes the bias torque by 665 percent. The halved value no longer continues the chain, so the ends reflect electrons.
- Using two contour nodes changes the equilibrium torque by 30 percent.
- Omitting the two bound orbitals below the band changes the equilibrium torque by 849 percent.

With the bound orbitals restored, the band integral and the contour density agree to $7.9\times10^{-15}$ in their largest element difference. For the given lead self-energy, that comparison checks the contour integration and the bound-state contribution, which equality of the two torques cannot do. The numerical output gives the remaining site torques and vector components.

## Computed results

```
hopping t = 0.040 hartree; exchange Delta = 0.020 hartree
mu_R = -0.030, mu_L = -0.028 hartree; sites = 16
Vectors are (x, y, z); torques and spin currents in microhartree
Total torque at free-layer sites (numbered from 0):
 site  9,  60 deg, exchange:     0.26358    11.86176    -0.45653
 site  9,  60 deg, bonds   :     0.26358    11.86176    -0.45653
 site 10,  70 deg, exchange:     0.10260   -13.70768    -0.28188
 site 10,  70 deg, bonds   :     0.10260   -13.70768    -0.28188
 site 11,  80 deg, exchange:     0.04326    24.34111    -0.24537
 site 11,  80 deg, bonds   :     0.04326    24.34111    -0.24537
 site 12,  90 deg, exchange:     0.00000   -28.01604    -0.11102
 site 12,  90 deg, bonds   :    -0.00000   -28.01604    -0.11102
 site 13, 100 deg, exchange:     0.01995    24.92268     0.11315
 site 13, 100 deg, bonds   :     0.01995    24.92268     0.11315
largest site mismatch = 1.6e-18 hartree
free layer, equilibrium torque:     0.00000    24.30207     0.00000
-dOmega/dtheta = 24.30207 microhartree
polarizer, equilibrium torque :     0.00000   -24.30207     0.00000
free layer, bias torque       :     0.42939    -4.90024    -0.98165
bias spin current in spacer   :    -0.31012    -4.47097     0.92561
bias spin current after layer :    -0.73951     0.42926     1.90726
free layer, bias torque in meV: 0.011684 -0.133342 -0.026712
particle current = 631.52943 per 10^6 atomic time units
mean transmission, both spins = 1.98401
bias torque / particle current (hbar per electron): 0.00068 -0.00776 -0.00155
packet kick, time propagation (hbar, two spins summed): 0.001191 -0.014092 -0.002760
packet kick, scattering states (hbar, two spins summed): 0.001191 -0.014092 -0.002760
packet density, largest relative difference = 4.9e-11
bound orbitals below the band = 2
contour versus band plus bound density: 7.9e-15
broadening eta = 0.0005 hartree; largest mismatch = 0.61715 microhartree
spin-orbit hopping lambda = 0.008 hartree
 bias torque on free layer :     0.63649    -0.97100    -5.03480
 boundary spin-current drop:    -3.00258    -0.97100    -2.46214
 lattice source            :     3.63907     0.00000    -2.57266
Undetected faults: site mismatch; largest relative torque change
 half lead self-energy (bias part): 4.5e-20 hartree; 664.83 percent
 2-node contour (equilibrium part): 2.1e-18 hartree; 29.69 percent
 bound states omitted (equilibrium): 4.0e-18 hartree; 849.37 percent
```
